# Avalanche triggering probabilities of electrons and holes above breakdown, part 2

We seek the probability that one carrier starts an endless avalanche in a diode's high-field layer $0<x<W$ (p side at $x=0$). Electrons drift towards $+x$, holes towards $-x$, ionizing with probabilities $\alpha(x)$ and $\beta(x)$ per unit length, both positive and continuous. Each ionization adds a pair, and the ionizing carrier continues. Coefficients are local, carriers independent, the field fixed, and no carrier is lost inside.

For an electron, a hole and a pair at $x$ the probabilities are $P_e$, $P_h$ and $S=1-Q_eQ_h$, with extinction probabilities $Q_e=1-P_e$, $Q_h=1-P_h$. The first derivation used one short step,

$$Q_e(x)=(1-\alpha\,dx)\,Q_e(x+dx)+\alpha\,dx\,Q_e^2Q_h ,$$

and its hole counterpart, to obtain

$$P_e'=-\alpha(1-P_e)S,\quad P_h'=\beta(1-P_h)S,\quad P_e(W)=P_h(0)=0 .$$

With $\phi(x)=\int_0^x(\alpha-\beta)\,dx'$ and $p=P_e(0)$, non-zero solutions obey

$$\frac{S}{1-S}=\frac{p}{1-p}\,e^{-\phi(x)},\qquad -\ln(1-p)=p\int_0^W\frac{\alpha\,dx}{p+(1-p)e^{\phi}} .$$

One exists if $I=\int_0^W\alpha\,e^{-\phi}\,dx>1$. Its uniqueness, the choice between it and $S=0$, and the case $I\le1$ remained open.

The second derivation follows both members of a pair to the edges. The pairs they make directly are its direct offspring, the first generation. The pair fails if none of these succeeds; independence along the paths gives

$$P_e(x)=1-\exp\Big(-\int_x^W\alpha S\,dx'\Big),\qquad P_h(x)=1-\exp\Big(-\int_0^x\beta S\,dx'\Big),$$

$$S=1-e^{-KS},\qquad (KS)(x)=\int_x^W\alpha S\,dx'+\int_0^x\beta S\,dx' .$$

The worked diode has $W=1$ µm and a field magnitude $F$ (in V/µm) falling linearly by 10 V/µm from $x=0$ to $x=W$, with

$$\alpha=80\,e^{-120/F},\qquad \beta=160\,e^{-200/F}\quad\text{per µm}.$$

Breakdown is at peak field 37.265 V/µm, total voltage 32.265 V; excess voltage counts from there. The four detection efficiencies, per incident photon, are for absorption lengths 0.2 and 5 µm and entry from either side, at 4 V excess. Neutral layers are 0.5 µm (p) and 2 µm (n) thick; their minority carriers always reach the high-field layer.

### Recovering the coupled equations

Let $a(x)=\int_x^W\alpha S\,dx'$. Its lower limit carries the variable, so $a'=-\alpha S$. Then

$$P_e'=\frac{d}{dx}\big(1-e^{-a}\big)=a'e^{-a}=-\alpha S(1-P_e).$$

With $b(x)=\int_0^x\beta S\,dx'$ and $b'=\beta S$,

$$P_h'=b'e^{-b}=\beta S(1-P_h).$$

These are the equations of the first derivation. The boundary values need no separate argument, since $a(W)=0$ and $b(0)=0$ are integrals over empty paths.

The integral form also gives a ceiling on the efficiency. Because $S\le1$,

$$P_e(0)\le1-\exp\Big(-\int_0^W\alpha\,dx\Big),\qquad
P_h(W)\le1-\exp\Big(-\int_0^W\beta\,dx\Big).$$

A carrier that crosses the layer without a single ionization cannot trigger, whatever its offspring might have done.

### Which solution is the true one

Let $S_n(x)$ be the probability that a pair born at $x$ has at least one descendant in generation $n$, with $S_0=1$ for the pair itself. It has a descendant in generation $n+1$ if some direct offspring has one in its own generation $n$. The argument above then gives

$$S_{n+1}=1-e^{-KS_n}.$$

A family that reaches generation $n+1$ has also reached generation $n$, so $S_n$ decreases with $n$ and has a limit. Each pair has finitely many direct offspring, so an endless family is one that reaches every generation. The limit is therefore the true $S$, and taking the limit on both sides shows that it satisfies $S=1-e^{-KS}$.

Now let $s$ be any solution with $0\le s\le1$. Then $s\le S_0$. The map $f\mapsto1-e^{-Kf}$ preserves order, because $\alpha$ and $\beta$ are positive. Applying it $n$ times leaves $s$ unchanged and turns $S_0$ into $S_n$, so $s\le S_n$ for every $n$, and $s\le S$. The true probability is the largest solution. Whenever a non-zero solution exists, $S=0$ is the wrong choice.

### The breakdown threshold

The function $w=e^{-\phi}$ makes the threshold explicit. It satisfies $w'=-(\alpha-\beta)w$ and $w(0)=1$, hence $\int_0^x(\beta-\alpha)w\,dx'=w(x)-1$. Split the first integral in $K$ as $\int_x^W=\int_0^W-\int_0^x$:

$$Kw=\int_0^W\alpha w\,dx'+\int_0^x(\beta-\alpha)w\,dx'=I+w-1 .$$

At $I=1$ this is $Kw=w$: the weighted population reproduces itself on average from one generation to the next.

**No triggering for $I\le1$.** Suppose a positive solution $s$ existed. Let $t$ be the largest value of $s/w$, reached at $x_*$, so that $s\le tw$ everywhere. Since $1-e^{-z}<z$ for $z>0$, at $x_*$

$$s=1-e^{-Ks}<Ks\le t\,Kw=t(w+I-1)\le tw=s ,$$

which is a contradiction. At and below threshold every avalanche dies out.

**One non-zero solution for $I>1$.** Existence was shown before. Let $s_1$ and $s_2$ be two positive solutions, and let $t$ be the smallest value of $s_2/s_1$, reached at $x_*$. Suppose $t<1$. The function $h(z)=1-e^{-z}$ is increasing and strictly concave with $h(0)=0$, so $h(tz)>t\,h(z)$ for $z>0$. From $s_2\ge ts_1$ follows $Ks_2\ge tKs_1$, and at $x_*$

$$s_2=h(Ks_2)\ge h(tKs_1)>t\,h(Ks_1)=ts_1=s_2 ,$$

again a contradiction. Hence $t\ge1$ and $s_2\ge s_1$. Exchanging the two solutions gives $s_1\ge s_2$, so they are equal.

The criterion is the same for both carriers. The reflected and relabelled layer has the integral $I_h=e^{\phi(W)}\int_0^W\beta w\,dx$. From $\int_0^W(\beta-\alpha)w\,dx=w(W)-1$ one has $\int_0^W\beta w\,dx=I-1+w(W)$, and since $w(W)=e^{-\phi(W)}$,

$$I_h=1+(I-1)\,e^{\phi(W)} .$$

Thus $I_h=1$ exactly when $I=1$. The breakdown voltage does not depend on the injected carrier, although the triggering probability above it does.

Both carriers must be able to ionize. If $\beta=0$, then $I=\int_0^W\alpha\,e^{-\int_0^x\alpha}dx=1-e^{-\int_0^W\alpha\,dx}<1$ at any field. Without holes to carry the multiplication back towards the p side, each cascade is swept out.

### Just below and just above breakdown

Below breakdown the mean size $M(x)$ of a family, first pair included, is finite. It counts the pair itself and the families of its direct offspring:

$$M=1+KM .$$

Try $M=Cw$. Then $Cw=1+C(w+I-1)$, so $C(1-I)=1$ and

$$M(x)=\frac{e^{-\phi(x)}}{1-I}.$$

The trial is justified because the generation means $K^n1$ have a convergent sum. For $I<1$, $Kw=w-(1-I)\le rw$ with $r=1-(1-I)/\max w<1$, so each application of $K$ reduces the bound by at least the factor $r$. The equation then has no second bounded solution, since a difference $d=Kd=K^nd$ would shrink to zero. In the worked diode, 1 V below breakdown, a pair born at $x=0$ leads to 17.6 pairs on average, and one born at $x=W$ to 4.0. The mean diverges at the voltage where triggering becomes possible.

Just above breakdown $p$ is small. Expand both sides of the equation for $p$, divided by $p$. The left side is

$$-\frac{\ln(1-p)}p=1+\frac p2+O(p^2).$$

On the right, $p+(1-p)e^{\phi}=e^{\phi}[1+p(w-1)]$, so

$$\int_0^W\frac{\alpha\,dx}{p+(1-p)e^\phi}
=\int_0^W\alpha w\,[1-p(w-1)]\,dx+O(p^2)=I-p(J-I)+O(p^2),$$

with $J=\int_0^W\alpha w^2dx$. Equating the two and collecting $p$ gives $p(\tfrac12+J-I)=I-1$. To leading order $I$ may be set to 1 in the bracket:

$$P_e(0)\simeq\frac{I-1}{J-\frac12},\qquad P_h(W)\simeq P_e(0)\,e^{-\phi(W)} .$$

The second relation is the odds law for small probabilities.

The denominator is positive. At threshold $w=Kw=A+B$, with $A=\int_x^W\alpha w\,dx'$ and $B=\int_0^x\beta w\,dx'$. Since $\alpha w=-A'$, $A(0)=I=1$ and $A(W)=0$,

$$J=\int_0^W\alpha w(A+B)\,dx=\tfrac12A(0)^2+\int_0^W\alpha wB\,dx=\tfrac12+\int_0^W\alpha wB\,dx .$$

The last integral contains $\beta$ and is positive. Triggering therefore sets in continuously, with a finite slope in $I-1$.

For the worked diode $J-\frac12=0.107$ at threshold, and the slopes are 0.521 per volt for injected electrons and 0.102 per volt for injected holes. Higher up the curves bend over:

| Excess (V) | $P_e(0)$ | $P_h(W)$ | Odds ratio |
|---|---|---|---|
| 1 | 0.397 | 0.099 | 5.99 |
| 2 | 0.626 | 0.192 | 7.04 |
| 4 | 0.847 | 0.362 | 9.79 |
| 8 | 0.971 | 0.636 | 18.9 |

The odds ratio grows over this range, yet the ratio of the probabilities themselves falls from 4.0 to 1.5. At the upper end electron injection is close to certainty, while hole injection still has room to rise. The difference of the two probabilities behaves otherwise: it grows from 0.30 at 1 V to a maximum of 0.49 near 3.5 V, and then falls to 0.33 at 8 V. Over this range a higher excess voltage thus makes the diode less sensitive to the starting carrier in relative terms, but not always in absolute terms.

### Numerical checks

The closed form was compared with direct integration of the coupled equations at all four voltages. Iteration over generations at 4 V excess reached the same $S$ from three different starting functions. A separate simulation followed individual ionization events, without using the equations for $P_e$ and $P_h$. From 6000 trials it gave 0.850 for an electron at $x=0$ and 0.363 for a hole at $x=W$, against 0.847 and 0.362. The statistical error of the first value is $\sqrt{0.847\times0.153/6000}\approx0.005$. The four efficiencies were tested in the same way. The numerical output lists the simulated values beside those of the formulas.

### What each derivation assumes

Both derivations rest on the same physics: local coefficients, independent carriers and a fixed field. The Poisson law of the second is no extra hypothesis. It follows from applying the one-step probability $\alpha\,dx$ independently along a complete path. The derivations differ in how they use these assumptions, and so in what they deliver and how they can be extended.

The first takes for granted that $P_e$ and $P_h$ are differentiable, and it needs boundary values stated separately. It yields local equations, but these also admit $S=0$ above breakdown. The statement "endless" has been reduced to a consistency condition, and the condition alone cannot select the solution.

The second needs no assumption of smoothness. The integrals make $KS$ continuous, hence $S$ continuous, and with continuous coefficients $P_e$ and $P_h$ are then differentiable. It keeps the order of generations, and this selects the largest solution. It does require that each carrier completes its path to the edge.

That last requirement matters if carriers can be trapped. Let an electron be lost for good with probability $\kappa\,dx$. The one-step argument gains an outcome with extinction probability 1:

$$Q_e(x)=(1-\alpha dx-\kappa dx)\,Q_e(x+dx)+\alpha dx\,Q_e^2Q_h+\kappa dx .$$

Expanding as before gives $Q_e'=\alpha Q_eS-\kappa(1-Q_e)$, or

$$P_e'=-\alpha(1-P_e)S+\kappa P_e .$$

The first derivation thus absorbs the change with one added term. In the second, the path now ends at a random place, the number of offspring is no longer Poisson distributed, and the exponential must be averaged over the end points.

If a carrier needs a run-up distance after each ionization, both derivations fail as written. The one-step argument must then also record the distance travelled since the last event, and the offspring along a path are no longer independent. The local model therefore needs a run-up distance much shorter than both the layer and the mean distances $1/\alpha$ and $1/\beta$ between ionizations. In the worked diode at 4 V excess, a carrier starting at the peak field needs about 0.027 µm to gain 1.1 eV, roughly the band gap of silicon, even without energy losses, while $1/\alpha$ is 0.23 µm there. Real ionization thresholds lie above the gap, so this is a lower bound. The effect is not small: if every carrier must gain 1.1 eV after each ionization before the same coefficients apply, the breakdown voltage rises by about 1 V, and at the same applied voltage $P_e(0)$ and $P_h(W)$ drop from 0.85 and 0.36 to about 0.77 and 0.32. For such a material the values given here are those of the local model, and a real diode can differ from them by ten per cent or more. If the current changes the field before the outcome is decided, independence itself is lost, and extinction probabilities may no longer be multiplied in either derivation.

## Table of computed values

```
layer width 1.0 um, field slope 10.0 V/um^2
electron coefficient: 80 /um, 120 V/um
hole coefficient: 160 /um, 200 V/um
breakdown peak field 37.265 V/um
breakdown peak field 7.247e-05 atomic units
breakdown voltage 32.265 V
largest offspring eigenvalue at -1, 0, +1 V: 0.8713, 1.0000, 1.1394
mean pairs at -1 V, pair born at x=0: 17.556
mean pairs at -1 V, pair born at x=W: 4.013
J - 1/2 at breakdown: 0.1066
onset slope of Pe(0): 0.5207 per V
onset slope of Ph(W): 0.1019 per V
excess V | I | Pe(0) | S(W/2) | Ph(W) | odds ratio
1.0 | 1.0541 | 0.3965 | 0.1797 | 0.0989 | 5.989
2.0 | 1.1054 | 0.6259 | 0.3391 | 0.1920 | 7.042
4.0 | 1.2008 | 0.8474 | 0.5903 | 0.3620 | 9.786
8.0 | 1.3716 | 0.9705 | 0.8609 | 0.6358 | 18.856
working point: 4.0 V excess, total 36.265 V
alpha at x=0, W: 4.367, 1.723 /um
beta at x=0, W: 1.257, 0.267 /um
x (um) | Pe | Ph | S
0.00 | 0.8474 | 0.0000 | 0.8474
0.25 | 0.6636 | 0.1934 | 0.7286
0.50 | 0.4221 | 0.2909 | 0.5903
0.75 | 0.1860 | 0.3390 | 0.4620
1.00 | 0.0000 | 0.3620 | 0.3620
swapped coefficients: S(0) 0.3117, S(W) 0.8159
beta set equal to alpha: S 0.9380 at every x
Monte Carlo, 6000 trials each: simulated | formula
electron at 0: 0.8503 | 0.8474
hole at W: 0.3633 | 0.3620
electron at W/2: 0.4247 | 0.4221
hole at W/2: 0.2985 | 0.2909
pair at W/2: 0.5967 | 0.5903
neutral layers: p 0.5 um, n 2.0 um
absorbed fractions in p, depleted, n layer | efficiency | simulated
length 0.2 um, p side: 0.9179, 0.0815, 0.0006 | 0.8395 | 0.8400
  efficiency per absorbed photon: 0.8395
length 0.2 um, n side: 0.0000, 0.0000, 1.0000 | 0.3620 | 0.3640
  efficiency per absorbed photon: 0.3620
length 5.0 um, p side: 0.0952, 0.1640, 0.2442 | 0.2682 | 0.2605
  efficiency per absorbed photon: 0.5328
length 5.0 um, n side: 0.0522, 0.1215, 0.3297 | 0.2350 | 0.2353
  efficiency per absorbed photon: 0.4668
```
